# Why tunnelling recombination of isolated electron–cation pairs decays nearly as 1/t: a numerical check

```python
"""Result under test: isolated electron-cation pairs with separation density p(r)
and tunnelling rate k(r) = nu*exp(-2r/a) recombine, per initial pair, at the rate
    (a/2t) * [p(R) + (pi^2 a^2/48) p''(R) + ...],  R = (a/2)*(ln(nu t) + gamma),
which is close to 1/t when p changes little over the length a.
Symbols: a = amplitude decay length (nm), nu = attempt rate (1/s), t = time (s),
gamma = Euler's constant, b = thermalization length (nm), R = tunnelling front.
Energies are in eV and lengths in nm unless a name says otherwise.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, simpson
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import erfc, gamma as gamma_function

EULER = np.euler_gamma
KINETIC = sc.hbar**2 / (2 * sc.m_e * sc.e) * 1e18      # hbar^2/2m, eV nm^2
COULOMB = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9      # e^2/(4 pi eps0), eV nm
BOHR = sc.physical_constants["Bohr radius"][0] * 1e9   # nm

# Rough typical inputs
depth, nu, b, permittivity = 1.0, 1e13, 3.0, 3.0
dose_uC, loss_eV_nm, energy_per_pair = 0.1, 0.8, 100.0
trap_density_cm3, depth_spread = 1e18, 0.1
a = np.sqrt(KINETIC / depth)
times = np.array([1e-6, 1e-3, 1.0, 1e3])
norm = 4 / (np.sqrt(np.pi) * b**3)


def p(r):
    return norm * r**2 * np.exp(-(r / b)**2)


def p_first(r):
    return norm * np.exp(-(r / b)**2) * (2 * r - 2 * r**3 / b**2)


def p_second(r):
    y = (r / b)**2
    return norm * np.exp(-y) * (2 - 10 * y + 4 * y**2)


def front(t, length=a, attempt=nu):
    return length / 2 * (np.log(attempt * t) + EULER)


grid = np.linspace(1e-6, 24.0, 24001)


def rate_from_definition(t, density=p, log_slowdown=None, r=grid, attempt=nu):
    """Integral of p*k*exp(-k t), with k = attempt*exp(-log_slowdown)."""
    slow = 2 * r / a if log_slowdown is None else log_slowdown
    k = attempt * np.exp(-slow)
    return simpson(density(r) * k * np.exp(-k * t), x=r)


# Tunnelling exponent: squared level splitting of two finite wells
width, step = 0.5, 0.005
kappa = 1 / a


def bound_condition(v):
    q = np.sqrt((v - depth) / KINETIC)
    return q * np.tan(q * width / 2) - kappa


well = brentq(bound_condition, depth + 1e-3, depth + 1.49)
x = (np.arange(-800, 800) + 0.5) * step
splittings = []
for distance in (1.5, 2.0):
    inside = np.abs(np.abs(x) - distance / 2) < width / 2
    diagonal = 2 * KINETIC / step**2 - well * inside
    off = np.full(len(x) - 1, -KINETIC / step**2)
    levels = eigh_tridiagonal(diagonal, off, eigvals_only=True,
                              select="i", select_range=(0, 1))
    splittings.append(levels[1] - levels[0])
well_slope = 2 * np.log(splittings[0] / splittings[1]) / 0.5
assert abs(well_slope * a / 2 - 1) < 0.01

# Moments of ln(u) with weight exp(-u); z = ln(u)
def log_moment(f):
    return quad(lambda z: f(z) * np.exp(z - np.exp(z)), -45, 6, limit=300)[0]


assert abs(log_moment(lambda z: z) + EULER) < 1e-7
assert abs(log_moment(lambda z: (z + EULER)**2) - np.pi**2 / 6) < 1e-7

# Main law, error bound, exponent and survival, all against direct integrals
assert abs(simpson(p(grid), x=grid) - 1) < 1e-8
curvature_factor = np.pi**2 * a**2 / 48
curvature_max = np.max(np.abs(p_second(np.linspace(-20, 20, 40001))))
R = front(times)
direct = np.array([rate_from_definition(t) for t in times])
formula = a / (2 * times) * p(R)
bracket = direct * times * 2 / a
assert np.all(np.abs(bracket - p(R)) <= curvature_factor * curvature_max + 1e-9)
assert np.all(np.abs(formula / direct - 1) < 0.01)
i1 = 2
error_plain = abs(bracket[i1] - p(R[i1]))
error_corrected = abs(bracket[i1] - p(R[i1]) - curvature_factor * p_second(R[i1]))
assert error_corrected < 0.1 * error_plain

dlog = 0.02
exponent_direct = np.array([
    -np.log(rate_from_definition(t * np.exp(dlog)) /
            rate_from_definition(t * np.exp(-dlog))) / (2 * dlog) for t in times])
exponent_formula = 1 - a / 2 * p_first(R) / p(R)
assert np.all(np.abs(exponent_direct - exponent_formula) < 2e-3)

survival = np.array([simpson(p(grid) * np.exp(-nu * t * np.exp(-2 * grid / a)),
                             x=grid) for t in times])
tail = erfc(R / b) + 2 * R / (b * np.sqrt(np.pi)) * np.exp(-(R / b)**2)
assert np.all(np.abs(survival - tail + curvature_factor * p_first(R)) < 2e-4)

# Simulated pairs: random positions and random waiting times
rng = np.random.default_rng(7)
samples = 1_000_000
radii = np.sqrt(sum(rng.normal(0, b / np.sqrt(2), samples)**2 for _ in range(3)))
waits = rng.exponential(size=samples) * np.exp(2 * radii / a) / nu
edges = 10.0**np.arange(-6, 4)
simulated = np.histogram(waits, bins=edges)[0] / samples
predicted = np.array([quad(lambda z: a / 2 * p(front(np.exp(z))),
                           np.log(lo), np.log(hi))[0]
                      for lo, hi in zip(edges[:-1], edges[1:])])
assert np.all(np.abs(simulated / predicted - 1) < 0.03)

# Box distribution: 1/t only between two cut-off times
r1, r2 = 1.5, 4.0
box_grid = np.linspace(r1, r2, 10001)
cut1, cut2 = np.exp(2 * np.array([r1, r2]) / a) / nu
for t in (0.5 * cut1, 1.0, 2 * cut2):
    box_direct = rate_from_definition(t, lambda r: 1 / (r2 - r1) + 0 * r, r=box_grid)
    box_formula = a / (2 * t * (r2 - r1)) * (np.exp(-t / cut2) - np.exp(-t / cut1))
    assert abs(box_direct / box_formula - 1) < 1e-6

# Steep exponential distribution: a different power of time
b_steep = 0.25
s = a / (2 * b_steep)
for t in (1e-6, 1e-3, 1.0):
    steep = rate_from_definition(t, lambda r: np.exp(-r / b_steep) / b_steep)
    steep_formula = s * gamma_function(1 + s) * nu**(-s) * t**(-1 - s)
    assert abs(steep / steep_formula - 1) < 1e-4

# Coulomb-lowered barrier: WKB action from the turning point to the trap
c = COULOMB / (permittivity * depth)


def coulomb_action(r):
    return 2 / a * (r - c / np.sqrt(1 + c / r) * np.arccosh(np.sqrt(1 + r / c)))


for r in (1.5, 3.0, 4.5):
    turning = c / (1 + c / r)
    integral = quad(lambda y: np.sqrt(max(0.0, 1 + c / r - c / y)), turning, r)[0]
    assert abs(2 / a * integral / coulomb_action(r) - 1) < 1e-6
R1 = R[i1]
Rc = brentq(lambda r: coulomb_action(r) - np.log(nu) - EULER, 0.5, 12)
slope_c = (coulomb_action(Rc + 1e-4) - coulomb_action(Rc - 1e-4)) / 2e-4
action_grid = coulomb_action(grid)
rate_c = rate_from_definition(1.0, log_slowdown=action_grid)
assert abs(p(Rc) / slope_c / rate_c - 1) < 0.02
exponent_c = -np.log(
    rate_from_definition(np.exp(dlog), log_slowdown=action_grid) /
    rate_from_definition(np.exp(-dlog), log_slowdown=action_grid)) / (2 * dlog)

# Other neglected effects at t = 1 s
depths = depth + depth_spread * np.linspace(-4, 4, 81)
weights = np.exp(-0.5 * ((depths - depth) / depth_spread)**2)
weights /= weights.sum()
rate_spread = sum(w * rate_from_definition(
    1.0, log_slowdown=2 * grid * np.sqrt(e / KINETIC))
    for w, e in zip(weights, depths))
rate_slow = rate_from_definition(1.0, attempt=nu / 100)
light_mass = 0.7
front_light = front(1.0, length=a / np.sqrt(light_mass))
field = COULOMB / (permittivity * R1**2)              # V/nm
drop = field * 0.5                                    # eV over 0.5 nm
kB = sc.k / sc.e
release = {T: np.exp(depth / (kB * T)) / nu for T in (77, 300)}
release_field = np.exp((depth - drop) / (kB * 300)) / nu
pairs_cm3 = dose_uC * 1e-6 / sc.e * loss_eV_nm * 1e7 / energy_per_pair
sphere_cm3 = 4 * np.pi / 3 * (R1 * 1e-7)**3
others = pairs_cm3 * sphere_cm3

print(f"inputs: depth {depth} eV, nu {nu:.0e} 1/s, b {b} nm, eps_r {permittivity}")
print(f"decay length a = {a:.4f} nm = {a / BOHR:.3f} bohr")
print(f"double well: exponent slope {well_slope:.3f} 1/nm, 2/a = {2 / a:.3f} 1/nm")
print(f"front advance per decade = {a / 2 * np.log(10):.3f} nm")
print("per initial pair, direct integral and front formula:")
for i, t in enumerate(times):
    print(f"t = {t:.0e} s: front R = {R[i]:.3f} nm, p(R) = {p(R[i]):.4f} 1/nm")
    print(f"  rate direct {direct[i]:.4e}, formula {formula[i]:.4e} 1/s")
    print(f"  exponent direct {exponent_direct[i]:.4f}, "
          f"formula {exponent_formula[i]:.4f}")
    print(f"  surviving fraction {survival[i]:.4f}, tail beyond R {tail[i]:.4f}")
print(f"mean exponent 1e-6 to 1e3 s = "
      f"{-np.log(direct[-1] / direct[0]) / np.log(times[-1] / times[0]):.4f}")
print(f"bound on error of p(R) = {curvature_factor * curvature_max:.5f} 1/nm")
print(f"error at 1 s: plain {error_plain:.2e}, corrected {error_corrected:.2e} 1/nm")
print("recombined fraction per decade from 1e-6 s (simulated / formula):")
for lo, sim, pred in zip(edges[:-1], simulated, predicted):
    print(f"  from {lo:.0e} s: {sim:.4f} / {pred:.4f}")
print(f"box {r1} to {r2} nm: cut-off times {cut1:.2e} s and {cut2:.2e} s")
print(f"steep exponential, b = {b_steep} nm: exponent {1 + s:.3f}")
print(f"dose {dose_uC} uC/cm2, loss {loss_eV_nm} eV/nm, {energy_per_pair:.0f} eV/pair")
print(f"pair density {pairs_cm3:.2e} cm^-3")
print(f"recombination at 1 s = {pairs_cm3 * direct[i1]:.2e} cm^-3 s^-1")
print("neglected effects at t = 1 s:")
print(f"Coulomb: front {Rc:.3f} nm, rate ratio {rate_c / direct[i1]:.3f}")
print(f"Coulomb: k(R) times {np.exp(2 * R1 / a - coulomb_action(R1)):.2e}, "
      f"exponent {exponent_c:.4f}")
print(f"Coulomb: local slope / (2/a) = {slope_c * a / 2:.3f}")
print(f"1/r^2 prefactor: slope of ln k larger by {100 * a / R1:.1f} %")
print(f"depth spread {depth_spread} eV: rate ratio {rate_spread / direct[i1]:.3f}")
print(f"nu/100: front {front(1.0, attempt=nu / 100):.3f} nm, "
      f"rate ratio {rate_slow / direct[i1]:.3f}")
print(f"effective mass {light_mass}: front {front_light:.3f} nm")
print(f"thermal release time: 77 K {release[77]:.1e} s, 300 K {release[300]:.2e} s")
print(f"cation field at R {10 * field:.3f} MV/cm, drop over 0.5 nm {drop:.4f} eV")
print(f"300 K release time with that drop {release_field:.2e} s")
print(f"other cations within R: {others:.4f}; at 100 uC/cm2: "
      f"{others * 100 / dose_uC:.2f}")
print(f"empty traps within R at {trap_density_cm3:.0e} cm^-3: "
      f"{trap_density_cm3 * sphere_cm3:.3f}")
print("verified")
```

It prints:

```
inputs: depth 1.0 eV, nu 1e+13 1/s, b 3.0 nm, eps_r 3.0
decay length a = 0.1952 nm = 3.689 bohr
double well: exponent slope 10.246 1/nm, 2/a = 10.246 1/nm
front advance per decade = 0.225 nm
per initial pair, direct integral and front formula:
t = 1e-06 s: front R = 1.629 nm, p(R) = 0.1652 1/nm
  rate direct 1.6091e+04, formula 1.6125e+04 1/s
  exponent direct 0.9161, formula 0.9155
  surviving fraction 0.8976, tail beyond R 0.8987
t = 1e-03 s: front R = 2.304 nm, p(R) = 0.2460 1/nm
  rate direct 2.3914e+01, formula 2.4004e+01 1/s
  exponent direct 0.9653, formula 0.9652
  surviving fraction 0.7574, tail beyond R 0.7580
t = 1e+00 s: front R = 2.978 nm, p(R) = 0.2767 1/nm
  rate direct 2.6913e-02, formula 2.7006e-02 1/s
  exponent direct 0.9989, formula 0.9990
  surviving fraction 0.5786, tail beyond R 0.5786
t = 1e+03 s: front R = 3.652 nm, p(R) = 0.2533 1/nm
  rate direct 2.4665e-05, formula 2.4720e-05 1/s
  exponent direct 1.0255, formula 1.0258
  surviving fraction 0.3978, tail beyond R 0.3973
mean exponent 1e-6 to 1e3 s = 0.9794
bound on error of p(R) = 0.00131 1/nm
error at 1 s: plain 9.50e-04, corrected 2.05e-05 1/nm
recombined fraction per decade from 1e-6 s (simulated / formula):
  from 1e-06 s: 0.0405 / 0.0407
  from 1e-05 s: 0.0472 / 0.0472
  from 1e-04 s: 0.0525 / 0.0528
  from 1e-03 s: 0.0570 / 0.0573
  from 1e-02 s: 0.0600 / 0.0603
  from 1e-01 s: 0.0614 / 0.0619
  from 1e+00 s: 0.0619 / 0.0620
  from 1e+01 s: 0.0607 / 0.0608
  from 1e+02 s: 0.0579 / 0.0585
box 1.5 to 4.0 nm: cut-off times 4.73e-07 s and 6.31e+04 s
steep exponential, b = 0.25 nm: exponent 1.390
dose 0.1 uC/cm2, loss 0.8 eV/nm, 100 eV/pair
pair density 4.99e+16 cm^-3
recombination at 1 s = 1.34e+15 cm^-3 s^-1
neglected effects at t = 1 s:
Coulomb: front 3.771 nm, rate ratio 0.951
Coulomb: k(R) times 1.81e+03, exponent 1.0340
Coulomb: local slope / (2/a) = 0.932
1/r^2 prefactor: slope of ln k larger by 6.6 %
depth spread 0.1 eV: rate ratio 0.999
nu/100: front 2.528 nm, rate ratio 0.949
effective mass 0.7: front 3.559 nm
thermal release time: 77 K 2.8e+52 s, 300 K 6.30e+03 s
cation field at R 0.541 MV/cm, drop over 0.5 nm 0.0271 eV
300 K release time with that drop 2.21e+03 s
other cations within R: 0.0055; at 100 uC/cm2: 5.52
empty traps within R at 1e+18 cm^-3: 0.111
verified
```
